# Scaled self-interaction correction: one-electron limit, uniform gas and asymptotic potential: a numerical check

```python
"""
Scaled self-interaction correction  E = E_DFA - sum_i X_i D_i,
  X_i = int f n_i / int n_i,  f = (tau_W/tau)^k,  D_i = J[n_i] + E_x[n_i].
n = spin density, tau = (1/2) sum |grad phi_i|^2, tau_W = |grad n|^2/(8n).
Results under test (Hartree atomic units):
  X = 1 for one current-free orbital;  X = 0 in a uniform gas (k > 0);
  the xc potential of the highest orbital H tends to
  -X_H/r - (1 - X_H) D_H  far from a finite system.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- one electron: 3D quadrature with numerical gradients ----------
gx, gw = leg.leggauss(100)
RHO, ZZ = np.meshgrid(3.5 * (gx + 1), 7.0 * gx, indexing="ij")
VOL = 2 * np.pi * RHO * np.outer(3.5 * gw, 7.0 * gw)


def one_orbital_factor(orbital, remove_current=False, step=1e-4):
    """X for k = 1 of a single orbital with an axially symmetric density."""
    point = [RHO, np.zeros_like(RHO), ZZ]
    phi = orbital(*point)
    dens = abs(phi) ** 2
    grad_n2, tau, current2 = 0.0, 0.0, 0.0
    for axis in range(3):
        plus, minus = list(point), list(point)
        plus[axis] = point[axis] + step
        minus[axis] = point[axis] - step
        fp, fm = orbital(*plus), orbital(*minus)
        dphi = (fp - fm) / (2 * step)
        grad_n2 = grad_n2 + ((abs(fp)**2 - abs(fm)**2) / (2 * step))**2
        tau = tau + 0.5 * abs(dphi) ** 2
        current2 = current2 + np.imag(np.conj(phi) * dphi) ** 2
    if remove_current:
        tau = tau - current2 / (2 * dens)
    ratio = grad_n2 / (8 * dens * tau)
    return np.sum(VOL * ratio * dens) / np.sum(VOL * dens)


def two_centre(x, y, z):
    return (np.exp(-0.8 * (x**2 + y**2 + (z - 1)**2))
            - 0.4 * np.exp(-0.5 * (x**2 + y**2 + (z + 1)**2)))


def circulating(x, y, z):
    return (x + 1j * y) * np.exp(-0.5 * (x**2 + y**2 + z**2))


x_real = one_orbital_factor(two_centre)
x_curr = one_orbital_factor(circulating)
x_cured = one_orbital_factor(circulating, remove_current=True)
assert abs(x_real - 1) < 1e-5
assert x_curr < 0.95
assert abs(x_cured - 1) < 1e-5
print("ONE ELECTRON, k=1 (dimensionless)")
print(f"X, real two-centre orbital        = {x_real:.6f}")
print(f"X, current-carrying orbital       = {x_curr:.6f}")
print(f"X, same with current term removed = {x_cured:.6f}")

# ---------- uniform gas: seven same-spin fermions on a ring ----------
N_RING = 7
waves = np.arange(-20, 21)
xr = np.linspace(0, 2 * np.pi, 400, endpoint=False)
dx = xr[1] - xr[0]
plane = np.exp(1j * np.outer(xr, waves)) / np.sqrt(2 * np.pi)


def ring_factors(lam, k):
    """Mean X, X of a localized occupied orbital, its peak/mean density."""
    ham = np.diag(0.5 * waves.astype(float) ** 2)
    ham += 0.5 * lam * (np.eye(len(waves), k=1) + np.eye(len(waves), k=-1))
    occ = np.linalg.eigh(ham)[1][:, :N_RING]
    phi, dphi = plane @ occ, (plane * (1j * waves)) @ occ
    dens = np.sum(abs(phi) ** 2, axis=1)
    ddens = 2 * np.real(np.sum(np.conj(phi) * dphi, axis=1))
    tau = 0.5 * np.sum(abs(dphi) ** 2, axis=1)
    f = (ddens ** 2 / (8 * dens * tau)) ** k
    mean_x = np.sum(f * dens) * dx / N_RING
    local = phi @ np.conj(phi[0])
    nloc = abs(local) ** 2
    nloc /= np.sum(nloc) * dx
    return mean_x, np.sum(f * nloc) * dx, nloc.max() * 2 * np.pi


x_uni, x_loc, peak = ring_factors(0.0, 1)
assert x_uni < 1e-20 and x_loc < 1e-20 and peak > 2
assert abs(ring_factors(0.0, 0)[0] - 1) < 1e-12
print("RING OF 7 FERMIONS, circumference 2 pi bohr")
print(f"uniform, k=1: mean X = {x_uni:.1e}, localized X = {x_loc:.1e}")
print(f"peak/mean density of the localized orbital = {peak:.3f}")
for k in (1, 2):
    weak, strong = ring_factors(0.05, k)[0], ring_factors(0.10, k)[0]
    assert abs(strong / weak / 4 ** k - 1) < 0.02
    print(f"k={k}: mean X at lambda=0.05, 0.10 Ha = {weak:.4e}, "
          f"{strong:.4e}; ratio {strong / weak:.3f}")

# ---------- spherical two-orbital model: symbolic orbitals ----------
Z_NUC = 2
r_s, d1_s, d2_s = sp.symbols("r D1 D2", positive=True)
a_exp, b_exp = sp.Integer(3), sp.Integer(1)
c_orth = (a_exp + b_exp) / 3


def radial_moment(power, rate):
    return sp.factorial(power) / rate ** (power + 1)


norm2 = 4 * sp.pi * (radial_moment(2, 2 * b_exp)
                     - 2 * c_orth * radial_moment(3, 2 * b_exp)
                     + c_orth ** 2 * radial_moment(4, 2 * b_exp))
p1 = sp.sqrt(a_exp ** 3 / sp.pi) * sp.exp(-a_exp * r_s)
p2 = (1 - c_orth * r_s) * sp.exp(-b_exp * r_s) / sp.sqrt(norm2)
dp1, dp2 = sp.diff(p1, r_s), sp.diff(p2, r_s)

# composite Gauss grid; a panel edge falls on the node of the outer orbital
M, N_PANEL, WIDTH = 12, 160, 0.25
node, weight = leg.leggauss(M)
antider = leg.legval(node, leg.legint(np.eye(M), lbnd=-1))
CUM = antider.T @ np.linalg.inv(leg.legvander(node, M - 1)) * WIDTH / 2
edges = WIDTH * np.arange(N_PANEL)
r = (edges[:, None] + WIDTH * (node + 1) / 2).ravel()
w_line = np.tile(weight * WIDTH / 2, N_PANEL)
w_vol = 4 * np.pi * r ** 2 * w_line


def integral(g):
    return np.sum(w_vol * g)


def running(g):
    """Integral of g(r) dr from 0 to every grid point."""
    block = g.reshape(N_PANEL, M)
    whole = block @ (weight * WIDTH / 2)
    start = np.concatenate(([0.0], np.cumsum(whole)[:-1]))
    return (start[:, None] + block @ CUM.T).ravel()


def hartree_energy(dens):
    charge = running(4 * np.pi * r ** 2 * dens)
    tail = 0.5 * integral(dens) ** 2 / (N_PANEL * WIDTH)
    return 0.5 * np.sum(w_line * charge ** 2 / r ** 2) + tail


def hartree_potential(dens):
    shell = 4 * np.pi * r * dens
    outer = np.sum(w_line * shell) - running(shell)
    return running(shell * r) / r + outer


def exchange_energy(dens):
    return -0.75 * (6 / np.pi) ** (1 / 3) * integral(dens ** (4 / 3))


def exchange_potential(dens):
    return -(6 * dens / np.pi) ** (1 / 3)


def factor_field(orbs, k):
    dens = sum(v ** 2 for v, d in orbs)
    ddens = sum(2 * v * d for v, d in orbs)
    tau = 0.5 * sum(d ** 2 for v, d in orbs)
    return dens, (ddens ** 2 / (8 * dens * tau)) ** k


def analyse(orbs, k, use_x=1.0):
    """Scaling factors X_i and self-interaction errors D_i."""
    f = factor_field(orbs, k)[1]
    xs = [integral(f * v**2) / integral(v**2) for v, d in orbs]
    ds = [hartree_energy(v**2) + use_x * exchange_energy(v**2)
          for v, d in orbs]
    return np.array(xs), np.array(ds)


def energy(orbs, k, use_x=1.0):
    """All of the energy except the kinetic part."""
    dens = sum(v ** 2 for v, d in orbs)
    xs, ds = analyse(orbs, k, use_x)
    return (-Z_NUC * integral(dens / r) + hartree_energy(dens)
            + use_x * exchange_energy(dens) - np.sum(xs * ds))


inner = tuple(sp.lambdify(r_s, e, "numpy")(r) for e in (p1, dp1))
outer_orb = tuple(sp.lambdify(r_s, e, "numpy")(r) for e in (p2, dp2))
orbitals = [inner, outer_orb]
n_in, n_H = inner[0] ** 2, outer_orb[0] ** 2
assert abs(integral(n_in) - 1) < 1e-11 and abs(integral(n_H) - 1) < 1e-11
assert abs(integral(inner[0] * outer_orb[0])) < 1e-11
assert abs(hartree_energy(n_in) - 5 * float(a_exp) / 16) < 1e-10

# difference of kinetic densities from Lagrange's identity
n_tot, z_ratio = factor_field(orbitals, 1)
tau_tot = 0.5 * (inner[1] ** 2 + outer_orb[1] ** 2)
wronskian = inner[0] * outer_orb[1] - outer_orb[0] * inner[1]
gap = tau_tot * (1 - z_ratio) - wronskian ** 2 / (2 * n_tot)
assert np.max(abs(gap / tau_tot)) < 1e-10


def response_function(k):
    """Potential from varying f with the highest orbital."""
    dens = p1 ** 2 + p2 ** 2
    ddens = 2 * p1 * dp1 + 2 * p2 * dp2
    tau = (dp1 ** 2 + dp2 ** 2) / 2
    source = k * (d1_s * p1 ** 2 + d2_s * p2 ** 2)
    q = source * (ddens ** 2 / (8 * dens * tau)) ** k
    flux_n = source * ddens ** (2 * k - 1) / (8 * dens * tau) ** k

    def div(flux):
        return sp.diff(r_s ** 2 * flux, r_s) / r_s ** 2

    total = -2 * div(flux_n) - q / dens + div(q * dp2 / tau) / (2 * p2)
    return sp.lambdify((r_s, d1_s, d2_s), total, "numpy", cse=True)


def highest_potential(k):
    xs, ds = analyse(orbitals, k)
    f = factor_field(orbitals, k)[1]
    resp = response_function(k)(r, ds[0], ds[1])
    pot = (-Z_NUC / r + hartree_potential(n_tot) + exchange_potential(n_tot)
           - xs[1] * (hartree_potential(n_H) + exchange_potential(n_H))
           - ds[1] * (f - xs[1]) - resp)
    return pot, resp, xs, ds


def bump(centre, width=0.5):
    b = np.exp(-((r - centre) / width) ** 2)
    return b, -2 * (r - centre) / width ** 2 * b


def energy_slope(centre, k, eps, use_x=1.0, angle=0.0):
    """dE/d(eps) for phi_H -> phi_H (1 + eps b), then orbital mixing."""
    b, db = bump(centre)
    co, si = np.cos(angle), np.sin(angle)
    values = []
    for e in (eps, -eps):
        v = outer_orb[0] * (1 + e * b)
        d = outer_orb[1] * (1 + e * b) + outer_orb[0] * e * db
        mixed = [(co * inner[0] - si * v, co * inner[1] - si * d),
                 (si * inner[0] + co * v, si * inner[1] + co * d)]
        values.append(energy(mixed, k, use_x))
    return (values[0] - values[1]) / (2 * eps)


# potential formula against finite differences of the energy
potentials = {}
worst = 0.0
for k in (1, 2):
    potentials[k] = highest_potential(k)
    for centre in (1.5, 3.0, 6.0):
        numeric = energy_slope(centre, k, 3e-4)
        formula = 2 * integral(potentials[k][0] * n_H * bump(centre)[0])
        worst = max(worst, abs(numeric / formula - 1))
assert worst < 1e-4

# tail coefficient and constant of the full potential, from two radii
i1, i2 = np.argmin(abs(r - 30)), np.argmin(abs(r - 38))
tails = {}
for k in (1, 2):
    pot, resp, xs, ds = potentials[k]
    coef = -(pot[i1] - pot[i2]) / (1 / r[i1] - 1 / r[i2])
    const = pot[i1] + coef / r[i1]
    assert abs(coef - xs[1]) < 1e-4
    assert abs(const + (1 - xs[1]) * ds[1]) < 1e-5
    assert abs(resp[np.argmin(abs(r - 10))]) < 1e-9
    tails[k] = (coef, const)

# the same tail from energy differences alone, with E_xc = 0 (D = J)
energy_tails = []
for angle in (0.0, np.pi / 6):
    mean_inv, mean_pot = [], []
    for centre in (10.0, 13.0):
        wt = n_H * bump(centre)[0]
        mean_inv.append(integral(wt / r) / integral(wt))
        mean_pot.append(energy_slope(centre, 1, 0.05, 0.0, angle)
                        / (2 * integral(wt)))
    coef = -(mean_pot[0] - mean_pot[1]) / (mean_inv[0] - mean_inv[1])
    const = mean_pot[0] + coef * mean_inv[0]
    co, si = np.cos(angle), np.sin(angle)
    mixed = [tuple(co * inner[j] - si * outer_orb[j] for j in (0, 1)),
             tuple(si * inner[j] + co * outer_orb[j] for j in (0, 1))]
    xs, ds = analyse(mixed, 1, 0.0)
    share = np.array([si ** 2, co ** 2])
    predicted = np.sum(share * xs)
    pred_const = -np.sum(share * ds * (1 - xs))
    assert abs(coef - predicted) < 1e-3
    assert abs(const - pred_const) < 1e-4
    energy_tails.append((angle, coef, predicted, const, pred_const, xs))
assert abs(energy_tails[0][2] - energy_tails[1][2]) > 0.01

# ---------- worked numbers ----------
print("TWO-ORBITAL MODEL, local spin-density exchange only")
print(f"nuclear charge = {Z_NUC}, exponents = {a_exp}, {b_exp} 1/bohr, "
      f"c = {float(c_orth):.6f} 1/bohr")
for k in (1, 2, 3):
    xs, ds = analyse(orbitals, k)
    assert np.all((xs > 0) & (xs < 1))
    print(f"k={k}: X_1 = {xs[0]:.6f}, X_H = {xs[1]:.6f}; "
          f"scaled correction = {-np.sum(xs * ds):.6f} Ha")
print(f"unscaled correction = {-np.sum(ds):.6f} Ha")
for name, dens in (("1", n_in), ("H", n_H)):
    j_i, x_i = hartree_energy(dens), exchange_energy(dens)
    print(f"orbital {name}: J = {j_i:.6f}, E_x = {x_i:.6f}, "
          f"D = {j_i + x_i:.6f} Ha")
print(f"largest relative error of potential formula = {worst:.1e}")
for k in (1, 2):
    print(f"k={k}: tail coefficient = {tails[k][0]:.6f}, "
          f"constant = {tails[k][1]:.6f} Ha")
print(f"k=1 constant in eV = {tails[1][1] * HARTREE_EV:.4f}")
pot, resp, xs, ds = potentials[1]
shift = (1 - xs[1]) * ds[1]
print("k=1: r (bohr), v_H (Ha), r*(v_H - constant), 1-z, w_H (Ha)")
for target in (3, 5, 10, 20, 30):
    i = np.argmin(abs(r - target))
    print(f"{r[i]:7.3f} {pot[i]:10.6f} {r[i] * (pot[i] + shift):10.6f} "
          f"{1 - z_ratio[i]:9.1e} {resp[i]:9.1e}")
print("TAIL FROM ENERGY DIFFERENCES, E_xc=0, k=1")
for angle, coef, predicted, const, pred_const, xs in energy_tails:
    print(f"mixing {np.degrees(angle):.0f} deg: X = {xs[0]:.5f}, {xs[1]:.5f}")
    print(f"  coefficient {coef:.5f} (formula {predicted:.5f}), "
          f"constant {const:.5f} Ha (formula {pred_const:.5f})")
print("every check passed")
```

Printed output:

```
ONE ELECTRON, k=1 (dimensionless)
X, real two-centre orbital        = 1.000000
X, current-carrying orbital       = 0.545611
X, same with current term removed = 1.000000
RING OF 7 FERMIONS, circumference 2 pi bohr
uniform, k=1: mean X = 1.8e-34, localized X = 2.2e-34
peak/mean density of the localized orbital = 7.000
k=1: mean X at lambda=0.05, 0.10 Ha = 5.2064e-07, 2.0829e-06; ratio 4.001
k=2: mean X at lambda=0.05, 0.10 Ha = 4.0663e-13, 6.5090e-12; ratio 16.007
TWO-ORBITAL MODEL, local spin-density exchange only
nuclear charge = 2, exponents = 3, 1 1/bohr, c = 1.333333 1/bohr
k=1: X_1 = 0.937651, X_H = 0.801928; scaled correction = -0.140107 Ha
k=2: X_1 = 0.907938, X_H = 0.761731; scaled correction = -0.135390 Ha
k=3: X_1 = 0.886670, X_H = 0.739929; scaled correction = -0.132144 Ha
unscaled correction = -0.152137 Ha
orbital 1: J = 0.937500, E_x = -0.804112, D = 0.133388 Ha
orbital H: J = 0.154337, E_x = -0.135587, D = 0.018750 Ha
largest relative error of potential formula = 3.1e-08
k=1: tail coefficient = 0.801929, constant = -0.003714 Ha
k=2: tail coefficient = 0.761732, constant = -0.004467 Ha
k=1 constant in eV = -0.1011
k=1: r (bohr), v_H (Ha), r*(v_H - constant), 1-z, w_H (Ha)
  2.998  -0.312655  -0.926112   8.4e-04  -2.1e-04
  4.998  -0.178774  -0.874899   3.5e-08  -6.1e-09
  9.998  -0.084786  -0.810533   0.0e+00  -2.5e-17
 20.002  -0.043807  -0.801964   0.0e+00  -1.3e-17
 30.002  -0.030443  -0.801928   0.0e+00   4.1e-18
TAIL FROM ENERGY DIFFERENCES, E_xc=0, k=1
mixing 0 deg: X = 0.93765, 0.80193
  coefficient 0.80193 (formula 0.80193), constant -0.03057 Ha (formula -0.03057)
mixing 30 deg: X = 0.85037, 0.88921
  coefficient 0.87951 (formula 0.87950), constant -0.04137 Ha (formula -0.04137)
every check passed
```
